# Collision probability per time step and the one-collision limit in particle simulations

## The decision: how long may the time step be?

A particle simulation of a low-pressure plasma moves each electron for a time \(\Delta t\), then draws a random number to decide whether it has collided with the gas. Two choices must be made: the probability to compare with that random number, and whether one collision per step is enough. A step that resolves the plasma oscillations well can still lose a tenth of the collisions, and when electrons scatter elastically, either isotropically or mainly forward, the loss affects energy relaxation more than directional relaxation.

The gas is uniform, with number density \(n\). Its targets are placed independently and are so dilute that each collision is a separate event. The projectile has speed \(g\) relative to the targets and collision cross section \(\sigma(g)\). The collision frequency and its product with the step are

\[
\nu=n\,\sigma(g)\,g,\qquad x=\nu\,\Delta t .
\]

## The probability of at least one collision

Up to its first collision the projectile moves in a straight line relative to the targets and sweeps out a volume \(\sigma g\Delta t\). Put \(N\) targets at random in a volume \(V\), with \(n=N/V\). One given target lies outside the swept volume with probability \(1-\sigma g\Delta t/V=1-x/N\). The targets are independent, so the probability that all lie outside is

\[
\left(1-\frac{x}{N}\right)^N=\exp\!\left[N\ln\!\left(1-\frac{x}{N}\right)\right]
=\exp\!\left[-x-\frac{x^2}{2N}-\dots\right]\longrightarrow e^{-x}
\]

for a large gas at fixed density. At least one collision therefore occurs with probability

\[
\boxed{P=1-e^{-\nu\Delta t}}
\]

No expansion in \(\Delta t\) has been made. Nor does the speed after the collision enter, because the event "no collision yet" involves the first flight alone.

In a simulated count, 400 targets were placed at random in a unit box, 20,000 times over, with a tube sized for \(x=0.7\). The tube contained at least one target in a fraction 0.4939 of the cases, where the formula gives 0.5034. The difference is 2.7 standard errors (one is 0.0035). That is a rather large fluctuation, though within the five standard errors allowed, so this count supports the law to about two percent and no better. The fraction with two or more targets, 0.1546 against 0.1558, agrees more closely.

**Changing speed.** If the speed changes during the flight, the survival probability \(S\) obeys \(dS/dt=-\nu(t)S\). Dividing by \(S\) and integrating from \(S(0)=1\) gives

\[
P=1-\exp\!\left[-\int_0^{\Delta t}\nu(t)\,dt\right].
\]

The simple formula then becomes exact if \(\nu\) is replaced by its time average over the whole step, taken along the path the projectile would follow without a collision.

**Moving targets.** If the targets have a spread of velocities, the probability that a given target is hit contains the average \(\langle\sigma g\rangle\), and the same derivation holds with \(\nu=n\langle\sigma g\rangle\). Drawing one partner and using its own \(g\) in the exponent gives, on average, \(1-\langle e^{-x}\rangle\). Since \(e^{-x}\) is convex, \(\langle e^{-x}\rangle\ge e^{-\langle x\rangle}\), and this probability is too small or at best equal. The point matters for ions, whose speeds can be comparable with those of the gas atoms.

## How many collisions a step should contain

Now let \(\nu\) also be unchanged by collisions, as for elastic scattering from very heavy targets at rest. Let \(p_k(t)\) be the probability of \(k\) collisions up to time \(t\). A collision moves the count from \(k-1\) to \(k\), so

\[
\frac{dp_0}{dt}=-\nu p_0,\qquad \frac{dp_k}{dt}=\nu\,(p_{k-1}-p_k)\quad(k\ge1).
\]

Write \(p_k=e^{-\nu t}u_k\). The loss term cancels, leaving \(du_k/dt=\nu u_{k-1}\) with \(u_0=1\) and \(u_k(0)=0\) for \(k\ge1\). Successive integration gives \(u_k=(\nu t)^k/k!\). At the end of the step

\[
p_k=\frac{x^k}{k!}e^{-x},\qquad
\sum_k k\,p_k=x\,e^{-x}\sum_{k\ge1}\frac{x^{k-1}}{(k-1)!}=x .
\]

A scheme with at most one collision performs \(P\) collisions per step on average. The fraction lost, relative to the true number, is

\[
\boxed{\beta(x)=\frac{x-P}{x}=1-\frac{1-e^{-x}}{x}=\frac{x}{2}-\frac{x^2}{6}+\dots}
\]

Thus \(P\) is right and the count is wrong. The chance of two or more collisions, \(1-(1+x)e^{-x}\approx x^2/2\), is of second order and looks harmless. But the collisions themselves number only \(x\) per step, and the ratio is of first order. Over a fixed time \(T\) there are \(T/\Delta t\) steps, each losing about \(x^2/2\), which adds up to \(\nu T\,x/2\). The relative loss does not average away in a long run.

For \(x\gg1\), \(P\to1\) and \(\beta\to1-1/x\): the scheme performs one collision per step, whatever the gas density.

## When the first collision changes the rate

An inelastic collision slows the electron. Let the rate be \(\nu_1\) before the first collision and \(\nu_2\) after it, with \(x_1=\nu_1\Delta t\) and \(P_1=1-e^{-x_1}\). The first collision falls between \(s\) and \(s+ds\) with probability \(\nu_1e^{-\nu_1s}ds\), and on average \(\nu_2(\Delta t-s)\) further ones should follow. The mean number missed is

\[
M=\nu_2\int_0^{\Delta t}(\Delta t-s)\,\nu_1e^{-\nu_1s}\,ds .
\]

Integration by parts gives

\[
M=\nu_2\left\{\Big[-(\Delta t-s)e^{-\nu_1s}\Big]_0^{\Delta t}-\int_0^{\Delta t}e^{-\nu_1s}ds\right\}
=\nu_2\left(\Delta t-\frac{P_1}{\nu_1}\right)=\frac{\nu_2}{\nu_1}\,(x_1-P_1).
\]

For equal rates this is \(x\beta(x)\), as it must be. The true mean number is \(P_1+M\), so the lost fraction is \(M/(P_1+M)\).

## What the loss does to direction and energy

Suppose each collision multiplies the mean of some quantity by a fixed factor \(\lambda\), and \(\nu\) stays constant. Two cases are needed.

*Direction.* For a very heavy target, a deflection by angle \(\chi\) turns the unit vector \(\mathbf u\) into \(\mathbf u\cos\chi\) plus a perpendicular part. The perpendicular part averages to zero over the azimuth. Hence \(\lambda=c\), the mean of \(\cos\chi\).

*Energy.* Let a projectile of mass \(m\) and speed \(v\) strike a target of mass \(M_t\) at rest. The centre of mass moves with \(m\mathbf v/(m+M_t)\). Elastic scattering keeps the relative speed \(v\) and turns its direction to \(\mathbf e\), so the new velocity is \((m\mathbf v+M_tv\,\mathbf e)/(m+M_t)\). Squaring, with \(\chi\) now the angle in the centre-of-mass frame,

\[
\frac{v'^2}{v^2}=\frac{m^2+M_t^2+2mM_t\cos\chi}{(m+M_t)^2}
=1-\frac{2mM_t(1-\cos\chi)}{(m+M_t)^2}.
\]

The average is \(\lambda=1-2mM_t(1-c)/(m+M_t)^2\), very close to 1 for electrons.

With all collisions included, the factor per step is

\[
\sum_k\lambda^k\frac{x^k}{k!}e^{-x}=e^{\lambda x}e^{-x}=e^{-(1-\lambda)x}.
\]

With the cap it is \(e^{-x}+\lambda P=1-(1-\lambda)P\). Set \(q=1-\lambda\), and define the capped relaxation rate as minus the logarithm of this factor, divided by \(\Delta t\). The factor is positive for \(\lambda\ge0\); for negative \(\lambda\) it can change sign at large \(x\), and then no such rate exists. Using \(P=x-x^2/2+\dots\),

\[
-\ln(1-qP)=qP+\frac{q^2P^2}{2}+\dots=qx-\frac{qx^2}{2}+\frac{q^2x^2}{2}+\dots
=qx\left[1-\frac{\lambda x}{2}+\dots\right].
\]

The true value is \(qx\), so the relative bias of the relaxation rate is \(-\lambda x/2\) to leading order.

For isotropic scattering \(\lambda=0\), and the capped factor equals the true one, \(e^{-x}\), for any \(x\). The first collision has already erased the mean direction, and further ones have nothing left to erase. For energy, \(q\to0\) gives \(-\ln(1-qP)/(qx)\to P/x=1-\beta\), so the whole count loss appears.

Both factors were tested by following 200,000 particles through three steps with \(x=1\) and \(c=0.6\). With all collisions the mean direction cosine was 0.3029 (formula 0.3012); with the cap it was 0.4161 (formula 0.4171). Cosines lie between \(-1\) and 1, so the standard error is at most 0.0022.

## Two other selection rules

**Linear probability.** Taking \(P=x\), possible for \(x\le1\), makes the mean count right. The factor per step becomes \(1-qx\), and

\[
-\ln(1-qx)=qx\left[1+\frac{qx}{2}+\dots\right],
\]

so relaxation is too fast by the relative amount \(qx/2\) to leading order. This is negligible for elastic energy loss, where \(q\) is tiny, but not for direction.

**Null collisions.** Here candidates are drawn at a rate \(\nu_{\max}=R\nu\) with \(R\ge1\), and each is accepted as real with probability \(1/R\). With one candidate per step, the mean number of real collisions is \((1-e^{-Rx})/R\). Dividing by the true number \(x\) shows that the lost fraction is \(\beta(Rx)\). It grows with \(R\), because

\[
1-\beta(x)=\frac{1-e^{-x}}{x}=\int_0^1e^{-xs}\,ds
\]

falls as \(x\) rises. A rejected candidate blocks a real collision later in the same step, so even the probability of a first collision is now too small.

## Choosing the step, or removing the cap

Let the allowed lost fraction be \(\epsilon\), and \(r=1-\epsilon\). The condition \(\beta=\epsilon\) reads \(1-e^{-x}=rx\). With \(y=x-1/r\) we have \(1-rx=-ry\), hence

\[
e^{-y}e^{-1/r}=-ry\quad\Longrightarrow\quad y\,e^{y}=-\frac{e^{-1/r}}{r}.
\]

One solution, \(y=-1/r\), is the trivial \(x=0\). The other lies on the principal branch \(W_0\) of the Lambert function:

\[
x=\frac1r+W_0\!\left(-\frac{e^{-1/r}}{r}\right)\approx2\epsilon .
\]

The last approximation holds for small \(\epsilon\), where \(\beta\approx x/2\).

The cap can instead be removed. If \(\nu\) is constant between collisions, draw a waiting time from the density \(\nu e^{-\nu s}\); if it ends within the step, collide, update \(\nu\), and draw again for the time that remains. The uncapped run above was made in this way.

## Worked example: a 10 eV electron in argon

Take argon at 1 Torr and 300 K, a step of 20 ps, and the rough typical values \(\sigma=2\times10^{-19}\ \mathrm{m^2}\) and \(c=0.3\). The density is \(n=p/k_BT=3.219\times10^{22}\ \mathrm{m^{-3}}\) and the speed is \(1.876\times10^6\ \mathrm{m/s}\). Then

\[
\nu=(3.219\times10^{22})(2\times10^{-19})(1.876\times10^6)\ \mathrm{s^{-1}}=1.21\times10^{10}\ \mathrm{s^{-1}},
\]

so that \(x=0.2415\) and \(P=0.2145\). The lost fraction is

\[
\beta=\frac{0.2415-0.2145}{0.2415}\approx11.2\,\% .
\]

Two million collisions with random waiting times, sorted into steps, gave 11.11 %. Two or more collisions occur in just 2.5 % of the steps. Over one 13.56 MHz period, an electron held at 10 eV should collide 890 times; the capped scheme loses 99 of these.

The direction factor is \(1-0.7\times0.2145=0.8498\), and \(-\ln0.8498=0.1628\) compares with \(0.7\times0.2415=0.1690\). Direction thus relaxes 3.7 % too slowly. At 10 eV, energy relaxes 11.2 % too slowly (the bias shrinks as the electron cools and \(\nu\) falls: with fixed cross section it averages about 9.5 % down to half the energy), although each collision removes on average only \(1.9\times10^{-5}\) of it. With \(P=x\), direction would relax 9.5 % too fast. Null-collision selection with \(R=2\) and one candidate per step loses 20.7 % of the collisions.

A 1 % loss requires \(x=0.0201\), or a step of 1.67 ps. With energy, cross section, gas temperature and the 20 ps step held fixed, pressure acts as follows:

| Pressure (Torr) | \(x\) | Lost (%) | Direction rate bias (%) |
|---|---|---|---|
| 0.05 | 0.012 | 0.60 | −0.18 |
| 0.1 | 0.024 | 1.20 | −0.36 |
| 1 | 0.241 | 11.2 | −3.7 |
| 10 | 2.41 | 62 | −40 |

## Beside a real reactor

The numbers belong to the regime of a capacitively coupled deposition reactor near 1 Torr. There 10 eV is an energy of the faster electrons, not of the average one, and the cross section varies with energy. At a rough electron density of \(10^{16}\ \mathrm{m^{-3}}\), the plasma frequency times the step is 0.113, or about 56 steps per plasma oscillation, so this criterion gives no warning of the collision loss. The assumption of constant speed fails in the sheath. For an electron accelerated along its motion by \(10^5\) V/m, with a cross section taken proportional to energy, the speed rises by 19 % in one step and the exponent by 32 %, to about 0.32. If the rate followed the same course after a collision, and \(P\) were formed with the time-averaged rate, the count loss would rise from 11 % to about 14 %; deflection away from the field lowers this to about 13 %. Which rate is put into \(P\) matters more here than the cap: with \(\nu\) taken at the start of the step about 31 % of the collisions are lost, and with \(\nu\) taken at the end of the free flight about 6 % too many are made. Much of this depends on the assumed cross section: with a constant one the exponent would rise by only 9 %. The electron also ends the step at about 14 eV, where it can excite argon, which this estimate leaves out. In a bulk field of \(10^3\) V/m the exponent changes by 0.3 %, with the cross section again taken proportional to energy.

At 10 eV the electron is below argon's first excitation threshold, which lies between 11 and 12 eV. Suppose instead that a 20 eV electron loses 11.5 eV in its first collision, with the cross section held fixed. Then \(x_1=0.3415\), \(\nu_2/\nu_1=0.652\), and the lost fraction is 10.5 %; an unchanged rate would give 15.3 %. The slower electron has fewer later collisions to miss. This is a limiting case: in argon most collisions at 20 eV are elastic, and if only one in ten excites, the lost fraction is about 14.8 %.

Some other neglected effects are small for the collision count and the direction. The thermal speed of the gas along one axis is \(1.3\times10^{-4}\) of the electron speed. With a rough Coulomb logarithm of 10, the effective rate at which Coulomb collisions with the ions deflect the electron is about \(10^{-6}\) of the gas collision rate; with the electrons included and a logarithm nearer 14, it is about \(3\times10^{-6}\). For energy they matter more: an elastic gas collision removes only \(1.9\times10^{-5}\) of the energy, whereas Coulomb collisions with slower electrons remove a fraction of order one at that effective rate, so their share of the energy loss is not negligible. The electron wavelength, 0.39 nm, is far below both the mean target spacing of 31 nm and the mean free path of 155 µm, which supports treating collisions as separate events. The full set of values is in the numerical output.

## Table of computed values

```
Tube test, x = 0.7: hit fraction 0.4939, formula 0.5034
Tube test: two or more 0.1546, formula 0.1558
Scattering test: x = 1.0, steps = 3, c = 0.6
  mean direction, all collisions: simulated 0.3029, formula 0.3012
  mean direction, capped: simulated 0.4161, formula 0.4171
Gas pressure: 1.0 Torr; temperature: 300.0 K
Electron energy: 10.0 eV; time step: 20.0 ps
Cross section (rough): 2.00e-19 m^2
Mean scattering cosine (rough): 0.3
Gas density: 3.2188e+22 m^-3
Electron speed: 1.8755e+06 m/s
Collision frequency nu: 1.2074e+10 s^-1
Mean free path: 155.3 um
Path per step: 37.5 um
x = nu dt: 0.2415
Collision probability P: 0.2145
Probability of two or more: 0.0249
Lost fraction beta: 11.16 %
Lost fraction from binned waiting times: 11.11 %
Leading estimate x/2: 12.07 %
Capped collision frequency: 1.0727e+10 s^-1
Radio frequency: 13.56 MHz
True collisions per rf period: 890.4
Lost collisions per rf period: 99.4
Direction relaxation rate bias: -3.73 %
Mean energy fraction lost per collision: 1.922e-05
Energy relaxation rate bias: -11.16 %
Direction rate bias with P = x: +9.54 %
Null-collision loss at nu_max/nu = 2.0: 20.69 %
Largest x for 1 % loss: 0.02013
Largest time step for 1 % loss: 1.668 ps
Pressure scan: Torr, x, P, lost %, direction rate bias %
   0.05  0.0121  0.0120  0.60  -0.18
   0.10  0.0241  0.0239  1.20  -0.36
   1.00  0.2415  0.2145  11.16  -3.73
  10.00  2.4148  0.9106  62.29  -39.98
Electron density (rough): 1.0e+16 m^-3
Plasma frequency times dt: 0.113
Bulk field 1e+03 V/m: speed gain 0.188 %, exponent change 0.282 %
Sheath field 1e+05 V/m: speed gain 18.8 %, exponent change 31.8 %
Gas thermal speed (one axis) / electron speed: 1.33e-04
Coulomb / gas collision rate (log = 10): 1.01e-06
Electron wavelength: 0.388 nm
Mean target spacing: 31.44 nm
Wavelength / mean free path: 2.50e-06
Excitation case: 20.0 eV electron loses 11.5 eV (rough)
  x before: 0.3415; rate ratio after/before: 0.652
  lost fraction: 10.53 %; with unchanged rate: 15.29 %
```
